# Correlation increments in a short chain of hydrogen molecules: a program that tests the result

```python
"""
Method of increments for collinear chains of hydrogen molecules.
Result under test: the sum of all correlation increments Delta(S) over subsets
S of occupied orbitals equals the full-CI correlation energy in the same basis.
eps(S): full-CI energy minus E_HF with only the electrons in S correlated,
        all virtual orbitals available, other occupied orbitals frozen.
Delta(S) = eps(S) - sum of Delta(T) over proper nonempty subsets T of S.
h, g: one-electron and two-electron integrals (pq|rs) in molecular orbitals.
Lengths are in bohr and internal energies in hartree (Eh).
"""
from itertools import combinations
from math import comb, log
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf, fci, ao2mo, lib

lib.num_threads(1)
BOND = 1.4
SPACING = 4.5
EV = physical_constants["Hartree energy in eV"][0]


def subsets(items, max_size=None):
    items = tuple(items)
    top = len(items) if max_size is None else max_size
    return [s for k in range(1, top + 1) for s in combinations(items, k)]


def run_hf(n, spacing, basis):
    atoms = []
    for m in range(n):
        centre = (m - (n - 1) / 2) * spacing
        atoms += [["H", (0, 0, centre - BOND / 2)],
                  ["H", (0, 0, centre + BOND / 2)]]
    mol = gto.M(atom=atoms, unit="Bohr", basis=basis, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-12
    mf.conv_tol_grad = 1e-8
    mf.max_cycle = 200
    mf.kernel()
    assert mf.converged
    return mf


def localize(mf):
    """Boys orbitals of an s-only collinear chain, sorted along z."""
    nocc = mf.mol.nelectron // 2
    occ = mf.mo_coeff[:, :nocc]
    dip = np.array([occ.T @ d @ occ for d in mf.mol.intor("int1e_r")])
    assert np.max(np.abs(dip[:2])) < 1e-10
    centres, rotation = np.linalg.eigh(dip[2])
    coeff = mf.mo_coeff.copy()
    coeff[:, :nocc] = occ @ rotation
    return coeff, centres


def integrals(mf, coeff):
    h = coeff.T @ mf.get_hcore() @ coeff
    norb = coeff.shape[1]
    g = ao2mo.restore(1, ao2mo.kernel(mf.mol, coeff), norb)
    return h, g


def subset_energy(mf, h, g, chosen):
    """Correlation energy of the chosen orbitals, the rest being frozen."""
    nocc = mf.mol.nelectron // 2
    core = [i for i in range(nocc) if i not in chosen]
    active = list(chosen) + list(range(nocc, len(h)))
    dressed = h.copy()
    for c in core:
        dressed += 2 * g[:, :, c, c] - g[:, c, c, :]
    e_core = mf.mol.energy_nuc() + sum(h[c, c] + dressed[c, c] for c in core)
    e_ref = e_core + sum(2 * dressed[i, i] for i in chosen)
    e_ref += sum(2 * g[i, i, j, j] - g[i, j, j, i]
                 for i in chosen for j in chosen)
    assert abs(e_ref - mf.e_tot) < 1e-8
    solver = fci.direct_spin1.FCISolver()
    solver.verbose = 0
    solver.conv_tol = 1e-12
    solver.max_cycle = 200
    solver.pspace_size = 800
    pairs = len(chosen)
    energy, _ = solver.kernel(dressed[np.ix_(active, active)],
                              g[np.ix_(active, active, active, active)],
                              len(active), (pairs, pairs), ecore=e_core)
    return float(energy) - mf.e_tot


def all_subset_energies(mf, coeff):
    h, g = integrals(mf, coeff)
    nocc = mf.mol.nelectron // 2
    return {s: subset_energy(mf, h, g, s) for s in subsets(range(nocc))}


def increments(eps):
    delta = {}
    for s in sorted(eps, key=len):
        delta[s] = eps[s] - sum(delta[t] for t in subsets(s, len(s) - 1))
    return delta


def order_sum(delta, k):
    return sum(v for s, v in delta.items() if len(s) <= k)


def canonical_fci(mf):
    solver = fci.FCI(mf)
    solver.verbose = 0
    solver.conv_tol = 1e-12
    solver.max_cycle = 200
    return float(solver.kernel()[0]) - mf.e_tot


def name(s):
    return "".join(str(i + 1) for i in s)


# Main chain: three molecules, 6-31G.
mf3 = run_hf(3, SPACING, "6-31g")
local3, centres3 = localize(mf3)
eps3 = all_subset_energies(mf3, local3)
delta3 = increments(eps3)
full3 = canonical_fci(mf3)
assert np.allclose(centres3, [-SPACING, 0, SPACING], atol=0.3)
assert abs(order_sum(delta3, 3) - full3) < 1e-8
assert abs(eps3[(0,)] - eps3[(2,)]) < 1e-7
assert abs(delta3[(0, 1)]) > abs(delta3[(0, 2)])
for s in eps3:
    assert eps3[s] < 0
    for t in eps3:
        if set(s) < set(t):
            assert eps3[t] <= eps3[s] + 1e-10

# Same chain with delocalized canonical occupied orbitals.
eps_can = all_subset_energies(mf3, mf3.mo_coeff)
delta_can = increments(eps_can)
assert abs(order_sum(delta_can, 3) - full3) < 1e-8
assert abs(delta_can[(0, 1, 2)]) > abs(delta3[(0, 1, 2)])

# Frozen-orbital energies from an explicitly projected determinant matrix.
mf_min = run_hf(3, SPACING, "sto-3g")
local_min, _ = localize(mf_min)
eps_min = all_subset_energies(mf_min, local_min)
h_min, g_min = integrals(mf_min, local_min)
norb, nelec = len(h_min), (3, 3)
strings = [int(s) for s in fci.cistring.make_strings(range(norb), 3)]
nstr = len(strings)
h2 = fci.direct_spin1.absorb_h1e(h_min, g_min, norb, nelec, 0.5)
hmat = np.empty((nstr**2, nstr**2))
for col in range(nstr**2):
    unit = np.zeros(nstr**2)
    unit[col] = 1.0
    hmat[:, col] = fci.direct_spin1.contract_2e(
        h2, unit.reshape(nstr, nstr), norb, nelec).ravel()
projection_error = 0.0
for s in eps_min:
    frozen = sum(1 << i for i in range(3) if i not in s)
    good = [a for a, bits in enumerate(strings) if bits & frozen == frozen]
    keep = [a * nstr + b for a in good for b in good]
    low = np.linalg.eigvalsh(hmat[np.ix_(keep, keep)])[0]
    value = low + mf_min.mol.energy_nuc() - mf_min.e_tot
    projection_error = max(projection_error, abs(value - eps_min[s]))
assert projection_error < 1e-8

# Four molecules: the three-body sum is now a real truncation.
mf4 = run_hf(4, SPACING, "sto-3g")
local4, _ = localize(mf4)
eps4 = all_subset_energies(mf4, local4)
delta4 = increments(eps4)
full4 = canonical_fci(mf4)
assert abs(order_sum(delta4, 4) - full4) < 1e-8
for s in eps4:
    alternating = sum((-1)**(len(s) - len(t)) * eps4[t] for t in subsets(s))
    assert abs(alternating - delta4[s]) < 1e-11
for k in (1, 2, 3):
    closed = sum((-1)**(k - len(t)) * comb(3 - len(t), k - len(t)) * eps4[t]
                 for t in subsets(range(4), k))
    assert abs(closed - order_sum(delta4, k)) < 1e-11
assert abs(order_sum(delta4, 2) - full4) < abs(order_sum(delta4, 1) - full4)

# Separated pairs: isolated-molecule limit and dispersion-like decay.
single = canonical_fci(run_hf(1, SPACING, "6-31g"))
distances = (14.0, 21.0)
far = []
for distance in distances:
    mf2 = run_hf(2, distance, "6-31g")
    coeff2, _ = localize(mf2)
    eps2 = all_subset_energies(mf2, coeff2)
    far.append((eps2[(0,)], increments(eps2)[(0, 1)]))
assert abs(far[1][0] - single) < 1e-6
assert far[0][1] < 0 and far[1][1] < 0
exponent = log(far[0][1] / far[1][1]) / log(distances[1] / distances[0])
# Higher multipoles and quadrupole changes shift the finite-range exponent.
assert abs(exponent - 6) < 0.3

print(f"H2 bond length: {BOND:.1f} bohr; centre spacing: {SPACING:.1f} bohr")
print("Three H2, 6-31G: spatial orbitals:", local3.shape[1])
print("Orbital centres (bohr):", " ".join(f"{z + 0.0:.4f}" for z in centres3))
print(f"Hartree-Fock total energy: {mf3.e_tot:.8f} Eh")
print("Local orbitals: subset, eps (mEh), Delta (mEh)")
for s in eps3:
    print(f"  {name(s):3s} {1e3*eps3[s]:12.6f} {1e3*delta3[s]:12.6f}")
print("Local sums: order, sum (mEh), sum minus full CI (mEh)")
for k in (1, 2, 3):
    total = order_sum(delta3, k)
    print(f"  {k} {1e3*total:12.6f} {1e3*(total-full3):12.6f}")
print(f"Independent full-CI correlation energy: {1e3*full3:.6f} mEh")
print(f"The same correlation energy: {full3*EV:.6f} eV")
print(f"Full-CI total energy: {mf3.e_tot+full3:.8f} Eh")
print("Canonical orbitals: subset, eps (mEh), Delta (mEh)")
for s in eps_can:
    print(f"  {name(s):3s} {1e3*eps_can[s]:12.6f} {1e3*delta_can[s]:12.6f}")
print("Canonical sums: order, sum (mEh), sum minus full CI (mEh)")
for k in (1, 2, 3):
    total = order_sum(delta_can, k)
    print(f"  {k} {1e3*total:12.6f} {1e3*(total-full3):12.6f}")
print(f"Largest projection-test difference: {projection_error:.1e} Eh")
print("Four H2, STO-3G: order, sum (mEh), sum minus full CI (mEh)")
for k in (1, 2, 3, 4):
    total = order_sum(delta4, k)
    print(f"  {k} {1e3*total:12.6f} {1e3*(total-full4):12.6f}")
print(f"Four-body increment: {1e3*delta4[(0,1,2,3)]:.6f} mEh")
print(f"Isolated H2 correlation energy, 6-31G: {1e3*single:.6f} mEh")
print("Separated pair, 6-31G: R (bohr), eps_1 (mEh), Delta_12 (mEh)")
for distance, (one, two) in zip(distances, far):
    print(f"  {distance:.1f} {1e3*one:12.6f} {1e3*two:12.7f}")
print(f"Decay exponent between these distances: {exponent:.3f}")
print("OK")
```

Printed output:

```
H2 bond length: 1.4 bohr; centre spacing: 4.5 bohr
Three H2, 6-31G: spatial orbitals: 12
Orbital centres (bohr): -4.4979 -0.0000 4.4979
Hartree-Fock total energy: -3.36907160 Eh
Local orbitals: subset, eps (mEh), Delta (mEh)
  1     -24.503758   -24.503758
  2     -24.255863   -24.255863
  3     -24.503758   -24.503758
  12    -49.724741    -0.965120
  13    -49.063103    -0.055587
  23    -49.724741    -0.965120
  123   -75.269772    -0.020567
Local sums: order, sum (mEh), sum minus full CI (mEh)
  1   -73.263379     2.006392
  2   -75.249205     0.020567
  3   -75.269772    -0.000000
Independent full-CI correlation energy: -75.269772 mEh
The same correlation energy: -2.048195 eV
Full-CI total energy: -3.44434137 Eh
Canonical orbitals: subset, eps (mEh), Delta (mEh)
  1      -7.790296    -7.790296
  2      -9.157464    -9.157464
  3      -8.338023    -8.338023
  12    -29.662909   -12.715148
  13    -34.552279   -18.423960
  23    -34.016011   -16.520523
  123   -75.269772    -2.324357
Canonical sums: order, sum (mEh), sum minus full CI (mEh)
  1   -25.285783    49.983988
  2   -72.945415     2.324357
  3   -75.269772     0.000000
Largest projection-test difference: 1.0e-14 Eh
Four H2, STO-3G: order, sum (mEh), sum minus full CI (mEh)
  1   -80.577462     1.631483
  2   -82.197226     0.011719
  3   -82.208821     0.000124
  4   -82.208945    -0.000000
Four-body increment: -0.000124 mEh
Isolated H2 correlation energy, 6-31G: -24.936327 mEh
Separated pair, 6-31G: R (bohr), eps_1 (mEh), Delta_12 (mEh)
  14.0   -24.936415   -0.0014299
  21.0   -24.936339   -0.0001236
Decay exponent between these distances: 6.038
OK
```
